Vacuum polarization by a charged scalar loop, compared with a spinor loop

Q: A photon can turn into a virtual pair of charged particles and back. If the particles have spin 0, there is also a vertex with two photons at one point, the seagull. Its loop doesn't depend on the photon momentum. Why not drop it, since a constant can be subtracted anyway?

A: Because that constant would be a photon mass, and gauge invariance leaves no free constant of that kind. To see it, let us set up the loop. I take one complex field φ of mass m and charge e, minimally coupled, in Euclidean space with ħ = c = 1 and e² = 4πα. With D_μ = ∂_μ + ieA_μ the action density is

|D_μφ|² + m²|φ|² = |∂_μφ|² + m²|φ|² + ieA_μ(φ∂_μφ* − φ*∂_μφ) + e²A²|φ|².

Call the integrated linear term S₁ and the integrated quadratic term S₂. For a scalar entering with momentum p and leaving with p′, the derivatives in S₁ give ie(−ip′ − ip)_μ = e(p + p′)_μ. Integrating out φ defines an effective action Γ by exp(−Γ) = ⟨exp(−S₁ − S₂)⟩. Since ⟨S₁⟩ = 0, second order in e gives

Γ = ⟨S₂⟩ − ½⟨S₁²⟩ = ½∫d⁴Q/(2π)⁴ A_μ(−Q) Π_μν(Q) A_ν(Q).

Let the two lines of the bubble carry k± = k ± Q/2, so that p + p′ = 2k. Write D± = k±² + m² and ∫_k = ∫d⁴k/(2π)⁴. Then

Π_μν = e²∫_k { 2δ_μν/(k² + m²) − 4k_μk_ν/(D₊D₋) }.

The 2 in the seagull compensates the ½ in the definition of Π. The minus sign of the bubble comes from −½⟨S₁²⟩.

Q: Both integrals diverge quadratically. You can make them cancel or not, by shifting k.

A: Not once they are regulated in a way that keeps gauge invariance, which a sharp cutoff in k does not. I add heavy fields, each with its own bubble and seagull, and sum the loops with weights c (Pauli–Villars regularization):

weights 1, −2, 1 for squared masses m², M², 2M² − m².

Then Σc = 0 and Σc·(mass)² = m² − 2M² + 2M² − m² = 0. At large k the terms of order k⁻² and k⁻⁴ cancel, and the summed integrand falls as k⁻⁶. Against k³dk this converges, even with one extra power of k, so shifts are allowed. The sum over weights is understood from here on.

Contract the bubble with Q_μ. Since 2k·Q = k₊² − k₋² = D₊ − D₋,

∫_k 4(k·Q)k_ν/(D₊D₋) = ∫_k 2k_ν(1/D₋ − 1/D₊).

Put k = l + Q/2 in the first term and k = l − Q/2 in the second. Both denominators become l² + m², and the numerators become (2l + Q)_ν and (2l − Q)_ν. Their difference is 2Q_ν, so

Q_μΠ_μν = e²{2Q_ν − 2Q_ν}∫_l 1/(l² + m²) = 0.

The first 2Q_ν is the seagull, the second the bubble. At Q = 0 the cancellation is a total derivative: averaging over directions replaces 4k_μk_ν by k²δ_μν, and

2/(k² + m²) − k²/(k² + m²)² = ½ ∂_μ[k_μ/(k² + m²)].

The regulated bracket falls as k⁻⁵ while the surface grows as k³, so nothing is left. There is no photon mass.

A direct four-dimensional integration with e² = 1, m = 1, Q = 2 and M² = 9 gives 0.109105 for the seagull and −0.109105 for the part of the bubble along Q, in units of m². Without the seagull the result would violate gauge invariance by that amount.

Q: Then the seagull matters for the cancellation. Does it change the function that remains?

A: Covariance allows a δ_μν term and a Q_μQ_ν term, and the contraction ties them together:

Π_μν = (Q²δ_μν − Q_μQ_ν) P(Q²).

So P can be read from the Q_μQ_ν term, to which the seagull doesn't contribute. Combine the denominators with

1/(D₊D₋) = ∫₀¹dx 1/[xD₊ + (1−x)D₋]².

The bracket is k² − (1−2x)k·Q + Q²/4 + m². With k = l + (1−2x)Q/2 it becomes l² + Δ, where

Δ = m² + Q²/4 − (1−2x)²Q²/4 = m² + x(1−x)Q².

The numerator 4k_μk_ν becomes 4l_μl_ν + (1−2x)²Q_μQ_ν plus terms odd in l, which vanish. The l_μl_ν term integrates to a multiple of δ_μν. The bubble has a minus sign, and so has Q_μQ_ν in the definition of P, hence

P = e²∫₀¹dx (1−2x)² Σc∫_l 1/(l² + Δ)².

With d⁴l = 2π²l³dl and u = l², one mass integrated up to u = L gives

(1/16π²)∫₀^L u du/(u + Δ)² = (1/16π²){ln[(L + Δ)/Δ] + Δ/(L + Δ) − 1}.

For L → ∞ the terms common to all masses drop out because Σc = 0. What survives is −(1/16π²)Σc ln Δ, so

P(Q²) = −(e²/16π²)∫₀¹dx (1−2x)² Σc ln Δ.

Q: That still depends on M. What is physical?

A: The change with Q. In the quadratic action for A the loop multiplies the Maxwell term by 1 + P, so the interaction between static charges is divided by 1 + P(Q²). The charge measured at large distance already contains 1 + P(0). Define

U(Q²) = P(0) − P(Q²).

Then 1 + P(Q²) = [1 + P(0)](1 − U), where the e² in U has become the measured one, because U is proportional to e² and is divided by 1 + P(0). The Coulomb interaction written with the measured charge is therefore multiplied by 1/(1 − U). In U each heavy field contributes ln[1 + x(1−x)Q²/(mass)²], which vanishes as M → ∞. With e²/16π² = α/4π the scalar result is

U₀(Q²) = (α/4π)∫₀¹dx (1−2x)² ln[1 + x(1−x)Q²/m²].

It is positive: charges interact more strongly at short distance.

Q: To compare with a spinor I need that loop as well, and I don't want it quoted.

A: It follows from the scalar one. Take Hermitian matrices with γ_μγ_ν + γ_νγ_μ = 2δ_μν and σ_μν = (i/2)[γ_μ, γ_ν]. The antisymmetric part of γ_μγ_ν is −iσ_μν, and [D_μ, D_ν] = ieF_μν, so

(γ·D)² = D² + (−iσ_μν)(ieF_μν/2) = D² + Σ_F, with Σ_F = (e/2)σ_μνF_μν.

Conjugation with γ₅ reverses the sign of γ·D, so det(γ·D + m) = det(−γ·D + m). The product of the two is det(−(γ·D)² + m²). A fermion loop therefore gives

Γ_½ = −ln det(γ·D + m) = −½ Tr ln(−D² + m² − Σ_F),

while the complex scalar gives Γ₀ = +Tr ln(−D² + m²). Without Σ_F the four spinor components yield −½·4·Γ₀ = −2Γ₀. Terms linear in Σ_F vanish because σ_μν has no trace. The quadratic term of the logarithm is −½Tr(GΣ_FGΣ_F), with G the free propagator, and contributes +¼Tr(GΣ_FGΣ_F) to Γ_½. From

tr σ_μνσ_ρτ = 4(δ_μρδ_ντ − δ_μτδ_νρ)

the spin trace of Σ_FΣ_F is (e²/4)·8·F_μνF_μν = 2e²F_μνF_μν. The spin part of the action density in Q is thus ½e²F_μνF_μν∫_k 1/(D₊D₋). A polarization function P appears in the action as ¼F_μνF_μνP, so

P_spin = 2e²∫_k 1/(D₊D₋) = −(2e²/16π²)∫₀¹dx Σc ln Δ.

After subtraction, with 2e²/16π² = α/2π,

U_½ = −2U₀ + (α/2π)∫₀¹dx ln[1 + x(1−x)Q²/m²].

The weight under the integral is (α/2π)[1 − (1−2x)²] = (2α/π)x(1−x), hence

U_½(Q²) = (2α/π)∫₀¹dx x(1−x) ln[1 + x(1−x)Q²/m²].

The orbital part alone would have the wrong sign for screening; the coupling of the spin to the field outweighs it. As a test, the original Dirac loop was integrated directly with explicit γ matrices at the values used above. It gives P = 0.009333, as does the formula. For the scalar both are 0.002755.

Q: Now the comparison. What happens at low momentum?

A: For Q ≪ m use ln(1 + z) ≈ z. The two integrals needed are

∫₀¹dx x²(1−x)² = 1/3 − 1/2 + 1/5 = 1/30,

∫₀¹dx (1−2x)²x(1−x) = ∫₀¹dx [x(1−x) − 4x²(1−x)²] = 1/6 − 4/30 = 1/30.

They are equal, so the ratio is that of the prefactors:

U₀ → αQ²/(120πm²), U_½ → αQ²/(15πm²), ratio (1/4π)/(2/π) = 1/8.

Q: And at high momentum? If the ratio is 1/8 there too, the calculation is just an overall factor.

A: It is not. For Q ≫ m the logarithm becomes ln(Q²/m²) + ln[x(1−x)], except in end regions of width about m²/Q², whose contribution vanishes. The weights integrate to

∫₀¹dx (1−2x)² = 1/3, ∫₀¹dx x(1−x) = 1/6.

For the constants, ∫₀¹dx ln[x(1−x)] = −2, and by symmetry

∫₀¹dx x(1−x)ln[x(1−x)] = 2∫₀¹dx (x − x²)ln x = 2(−1/4 + 1/9) = −5/18.

The scalar constant is −2 − 4(−5/18) = −8/9. Therefore

U₀ → (α/4π)[⅓ ln(Q²/m²) − 8/9] = (α/12π)[ln(Q²/m²) − 8/3],

U_½ → (2α/π)[⅙ ln(Q²/m²) − 5/18] = (α/3π)[ln(Q²/m²) − 5/3].

The running is the slope dU/d ln Q²: α/12π against α/3π, a ratio of 1/4. The values U₀ and U_½ themselves approach this ratio slowly, because their constants differ. Numerically U₀/U_½ is 0.129 at Q = m, 0.180 at 10m and still 0.229 at 1000m, where the ratio of slopes is already 0.24998.

Q: Why should the scalar be weaker by 8 at low momentum but by 4 at high momentum?

A: Look at the real pairs that the field could create. Set v = |1−2x|. Then x(1−x) = (1−v²)/4, and the two halves of the x range together give ∫₀¹dv:

U₀ = (α/4π)∫₀¹dv v² ln[1 + (1−v²)Q²/4m²].

Integrate by parts with v² = d(v³/3)/dv. The boundary terms vanish, at v = 1 because the logarithm does:

U₀ = (α/4π)∫₀¹dv (v³/3)·2vQ²/[4m² + (1−v²)Q²].

Now let s = 4m²/(1−v²), so that ds/s = 2v dv/(1−v²) and the denominator is (1−v²)(s + Q²). For the spinor the weight is (α/2π)(1−v²), with antiderivative (α/2π)(v − v³/3). Both cases take the form

U = (α/3π)Q²∫ds R(s)/[s(s + Q²)], from s = 4m² to ∞,

R₀ = v³/4, R_½ = v(3 − v²)/2.

Here √s is the energy of a pair in its rest frame and v the speed of each particle. Near threshold the scalar pair has v³ where the spinor pair has v. One power is phase space. The scalar's other two come from its vertex, which is proportional to the relative momentum: without spin, the pair must carry the photon's angular momentum in its orbital motion.

The ratio R₀/R_½ = v²/[2(3 − v²)] rises from 0 at threshold to 1/4 at high energy. U₀/U_½ is its average with weight R_½/[s(s + Q²)]. Raising Q shifts this weight towards larger s, so the average rises steadily from 1/8 to 1/4. At low Q, ds/s² = 2v dv/4m², and the averages reduce to

∫₀¹dv 2vR₀ = 1/10, ∫₀¹dv 2vR_½ = 1 − 1/5 = 4/5,

which again have ratio 1/8.

Q: At low momentum U is proportional to Q², which cancels the 1/Q² of the Coulomb interaction and leaves a contact term. Show me its effect in an atom.

A: Take a hydrogenic ion with a fixed point nucleus and a nonrelativistic electron, and go over to Hartree units. There c = 1/α, and m is now the loop mass in electron masses, so Q²/m² becomes α²Q²/m². To first order in U the added potential is

δV(Q) = −(4πZ/Q²)·α³Q²/(120πm²) = −Zα³/(30m²).

A constant in Q is a delta function in r. With |ψ(0)|² = Z³/(πn³) for an nS state,

ΔE₀ = −α³Z⁴/(30πn³m²), ΔE_½ = −4α³Z⁴/(15πn³m²).

For 1s, Z = 1 and a hypothetical scalar of electron mass, α³ = 1/137.036³ = 3.886 × 10⁻⁷, and division by 30π = 94.25 gives ΔE₀ = −4.123 × 10⁻⁹ hartree, or −27.13 MHz. The spinor loop gives −3.298 × 10⁻⁸ hartree, or −217.0 MHz.

Q: The electron is not infinitely slow. How good is the delta function?

A: Use the spectral form. Each s contributes a Yukawa potential exp(−μr)/r, where μ = √s in natural units and μ = 2m/(α√(1−v²)) in Hartree units. Its 1s average is

4Z³∫₀^∞ r dr exp[−(2Z + μ)r] = 4Z³/(2Z + μ)².

The contact form replaces this by 4Z³/μ². The leading relative correction is −4Z/μ = −(2Zα/m)√(1−v²), averaged with weight 2vR. With ∫₀¹dv v²√(1−v²) = π/16 and ∫₀¹dv v⁴√(1−v²) = π/32, the averages of √(1−v²) are

scalar: 10·½·π/32 = 5π/32 = 0.491,

spinor: (5/4)(3π/16 − π/32) = 25π/128 = 0.614.

For Z = m = 1, 2α = 0.0146, so the predicted reductions are 0.72% and 0.90% of the contact values. The first-order calculation with the complete potential and the same nonrelativistic wavefunction gives 0.71% and 0.89%. The spinor loses more because more of its weight lies near threshold, where the potential has its longest range. The ratio of full shifts is then 0.1252. At Z = 10 the reductions are 6.7% and 8.3%, and the ratio is 0.127; all these numbers use the Schrödinger 1s function. The Dirac 1s density is larger near the nucleus and offsets part of the loss. With it the reductions are 0.68% and 0.86% at Z = 1 and 4.7% and 6.5% at Z = 10, and for a loop mass of 100 at Z = 1 the shifts exceed the contact values by about 0.05%. The scalar-to-spinor ratios stay the same to the digits given. With a loop mass of 100 and Z = 1 the ratio returns to 0.12500.

So the contact ratio requires Zα ≪ m, with m in electron masses. A much lighter scalar would be resolved by the atom.

Q: And the running, in numbers?

A: The effective inverse coupling is (1 − U)/α. At Q = 1000m, ln(Q²/m²) = 13.816, and the asymptotic forms lower 1/α by

scalar: (13.816 − 2.667)/12π = 0.296,

spinor: (13.816 − 1.667)/3π = 1.289.

From 137.036 this leads to 136.740 with the scalar loop alone and 135.747 with the spinor loop alone, as the full integrals also give.

Q: When would 1/8 and 1/4 be wrong?

A: They compare one complex scalar with one Dirac field of equal charge and mass, at one loop. For different charges both ratios are multiplied by the squared charge ratio. For different masses the contact ratio also gains the factor (m_½/m₀)², while the slopes far above both masses do not change. Higher loops, including those with a scalar self-interaction, are not covered by this result. Nor is the one-loop form reliable at momenta so high that U is no longer small. The numerical output below lists the values for both loops.

Values computed for the example and the checks

```
Direct loop test: e^2=1, m=1, Q=2.0, M^2=9.0
seagull (units m^2): 0.109105
longitudinal scalar bubble (units m^2): -0.109105
|longitudinal sum| below 1e-6: True
P scalar, direct and formula: 0.002755 0.002755
P spinor, direct and formula: 0.009333 0.009333
U m^2/(alpha Q^2) at small Q (dimensionless):
  scalar 0.0026526  spinor 0.0212207  ratio 0.12500
dU/dlnQ^2 / alpha at Q=1000 m (dimensionless):
  scalar 0.026524  spinor 0.106103  ratio 0.24998
spectral moments: scalar 0.1000  spinor 0.8000
Q/m, U scalar, U spinor, ratio (dimensionless):
      0.1  1.9343e-07  1.5469e-06  0.1250
      1.0  1.8110e-05  1.4037e-04  0.1290
     10.0  4.1781e-04  2.3193e-03  0.1801
    100.0  1.2676e-03  5.8413e-03  0.2170
   1000.0  2.1581e-03  9.4065e-03  0.2294
1/alpha at Q=0: 137.0360
1/alpha at Q=1000 m, scalar loop only: 136.7403
1/alpha at Q=1000 m, spinor loop only: 135.7470
1s shifts in hartree (loop mass in electron masses):
Z=1, loop mass=1
  scalar contact -4.12311e-09  full -4.09376e-09  full/contact 0.99288
  spinor contact -3.29849e-08  full -3.26917e-08  full/contact 0.99111
  full scalar/spinor ratio 0.12522
Z=10, loop mass=1
  scalar contact -4.12311e-05  full -3.84543e-05  full/contact 0.93265
  spinor contact -3.29849e-04  full -3.02414e-04  full/contact 0.91683
  full scalar/spinor ratio 0.12716
Z=1, loop mass=100
  scalar contact -4.12311e-13  full -4.12281e-13  full/contact 0.99993
  spinor contact -3.29849e-12  full -3.29819e-12  full/contact 0.99991
  full scalar/spinor ratio 0.12500
1 hartree / h = 6.579684e+09 MHz
Z=1, mass 1, scalar contact shift: -27.129 MHz
Z=1, mass 1, spinor contact shift: -217.030 MHz
```
